\section*{A Pinched Loop Does Not Prove an Ideal Charge-Controlled Memristor}

\section{What the pinch shows}

\textbf{Q.} I drove a filamentary switching cell with a sinusoidal current. The current-voltage curve is a loop that passes through the origin twice per period. I take that as proof that the cell is an ideal memristor, with a resistance fixed by the charge that has flowed. Is anything missing?

\textbf{A.} The link to charge is missing. Describe the cell by one internal state $x$, for instance a normalized filament size between 0 and 1, and write
\begin{equation}
v=R(x)\,i,\qquad \frac{dx}{dt}=f(x,i).
\label{eq:system}
\end{equation}
This is a current-controlled, first-order memristive system. I assume that $R$ is smooth, finite, positive and one-to-one in $x$, and that $f$ is smooth. Whenever $i=0$, the first equation gives $v=0$, whatever $f$ may be. To see why the curve can still be a loop, differentiate:
\begin{equation}
\frac{dv}{dt}=R\,\frac{di}{dt}+i\,\frac{dR}{dt}.
\end{equation}
At $i=0$ the last term vanishes. Dividing by $di/dt$, which is nonzero when a sine crosses zero, gives $dv/di=R$. If the state differs between the two crossings, the curve passes through the origin with two slopes. The pinch therefore follows from $v=R(x)i$ with finite $R$, and it says nothing about what moves $x$. Nor does it prove that form: a finite resistance $R(x,i)$ that also depends on the present current gives zero voltage at zero current too.

\textbf{Q.} But the state has memory, and it is current that changes it. Isn't that the same as remembering charge?

\textbf{A.} Charge is one particular record of the current,
\begin{equation}
q(t)=\int_0^t i(t')\,dt'.
\end{equation}
It gives equal weight to old and recent current, and it is linear in current. In an ideal charge-controlled memristor with a given starting state, $R$ depends on $q$ alone, for every current waveform. A filament may instead forget, or respond more than proportionally to a large current.

\section{Which state equations are ideal?}

\textbf{Q.} Can one tell from $f$ whether the device is ideal?

\textbf{A.} Yes. Within the class \eqref{eq:system}, it is ideal from every starting state if and only if
\begin{equation}
f(x,i)=g(x)\,i .
\label{eq:criterion}
\end{equation}
First suppose that \eqref{eq:criterion} holds. Let $X(q)$ solve $dX/dq=g(X)$ with $X(0)=x_0$. By the chain rule,
\begin{equation}
\frac{d}{dt}X(q(t))=g(X)\frac{dq}{dt}=g(X)\,i .
\end{equation}
So $X(q(t))$ obeys the same equation as $x(t)$ and starts at the same value. Smoothness makes the solution unique, hence $x(t)=X(q(t))$.

Conversely, suppose that, for each starting state $x_0$, $R$ is a function of $q$. Since $R$ is one-to-one in $x$, the state is also a function $X(q)$. A constant current $I>0$ gives $q=It$ and $X(q)=x(q/I)$, so $X$ is differentiable at each $q>0$ reached. At such a point, switch the current to any value $i$, positive or negative. The chain rule requires
\begin{equation}
f(X(q),i)=X'(q)\,i .
\end{equation}
Thus $f$ is proportional to $i$ at that state. Letting $q\to0$ and using the continuity of $f$ extends this to $x_0$, which was arbitrary.

\textbf{Q.} Then a nonlinear window function, which slows the filament near its limits, is harmless?

\textbf{A.} If it depends on $x$ alone and multiplies the current, yes. A window that also depends on the direction of the current is not of the form \eqref{eq:criterion}. Take $g=4x(1-x)/Q_0$, where $Q_0$ is a charge scale. Then
\begin{equation}
\frac{d}{dq}\ln\frac{X}{1-X}=\frac{1}{X(1-X)}\frac{dX}{dq}=\frac{4}{Q_0},
\end{equation}
and integration from $x_0$ gives
\begin{equation}
X(q)=\frac{1}{1+\dfrac{1-x_0}{x_0}\,e^{-4q/Q_0}} .
\end{equation}
This is nonlinear in $q$, but it is a function of $q$. Condition \eqref{eq:criterion} forbids two other things: motion at zero current, and a rate nonlinear in current.

\section{A filament that forgets}

\textbf{Q.} Show me a device that violates the condition and still has my loop.

\textbf{A.} Let the filament relax toward a rest size $x_e=1/2$ in a time $\tau$:
\begin{equation}
\frac{dx}{dt}=\frac{x_e-x}{\tau}+\frac{i}{Q_0},\qquad R(x)=R_{\rm off}-\Delta R\,x,
\label{eq:volatile}
\end{equation}
with $\Delta R=R_{\rm off}-R_{\rm on}$. At $x=1$ the rate is $-1/(2\tau)+i/Q_0$, and at $x=0$ it is $1/(2\tau)+i/Q_0$. For $|i|\le Q_0/(2\tau)$ neither points out of the interval, so $x$ stays between 0 and 1 and $R$ stays positive.

Drive it with $i=I_0\sin\theta$, $\theta=\omega t$. The transient decays as $e^{-t/\tau}$. For the periodic part, insert $x=x_e+a\sin\theta+b\cos\theta$ and compare coefficients:
\begin{align}
\cos\theta:&\quad \omega a=-\frac{b}{\tau}\ \Rightarrow\ b=-\omega\tau a,\\
\sin\theta:&\quad -\omega b=-\frac{a}{\tau}+\frac{I_0}{Q_0}\ \Rightarrow\ a=\frac{I_0\tau/Q_0}{1+\omega^2\tau^2}.
\end{align}
With $a=A\cos\varphi$ and $b=-A\sin\varphi$,
\begin{equation}
x=x_e+A\sin(\theta-\varphi),\quad A=\frac{I_0\tau/Q_0}{\sqrt{1+\omega^2\tau^2}},\quad \tan\varphi=\omega\tau .
\end{equation}
Write $R_e=R(x_e)$. The resistance at the origin is $R_e+\Delta R\,A\sin\varphi$ when the current is rising ($\theta=0$) and $R_e-\Delta R\,A\sin\varphi$ when it is falling ($\theta=\pi$). The loop is pinched and open.

\textbf{Q.} Could some complicated function $R(q)$ reproduce it?

\textbf{A.} No. Count charge from the start of a settled cycle:
\begin{equation}
q=\frac{I_0}{\omega}(1-\cos\theta).
\label{eq:q}
\end{equation}
The phases $\theta$ and $2\pi-\theta$ have equal charge. The cosine part of $x$ is the same at both, while the sine part changes sign, so
\begin{equation}
R(\theta)-R(2\pi-\theta)=-2\Delta R\,A\cos\varphi\,\sin\theta .
\label{eq:gap}
\end{equation}
Two resistances at one charge exclude every function $R(q)$.

The loop itself carries this information. In an ideal device under this drive, equal charge means equal $R$, and the currents at the two phases are opposite, so $v(2\pi-\theta)=-v(\theta)$. Here
\begin{equation}
v(\theta)+v(2\pi-\theta)=-2\Delta R\,A I_0\cos\varphi\,\sin^2\theta ,
\end{equation}
which is not zero. The pinch survives, but for this filament the odd symmetry is lost. The shape of the curve alone is not a general test. If a relaxing filament is driven by $i^2$, as by heating, its settled state repeats every half period, so $v(\theta+\pi)=-v(\theta)$ and the plotted loop is symmetric about the origin, although $R(\theta)\ne R(2\pi-\theta)$. What must be compared are the two phases of equal charge.

\textbf{Q.} How large is the effect?

\textbf{A.} Choose round model parameters: $R_{\rm on}=1\,\mathrm{k\Omega}$, $R_{\rm off}=10\,\mathrm{k\Omega}$, $Q_0=2\,\mathrm{\mu C}$, $\tau=10$ ms, $I_0=100\,\mathrm{\mu A}$ and a frequency of 20 Hz. The current just meets the bound $Q_0/(2\tau)=100\,\mathrm{\mu A}$. Then $\omega\tau=1.257$, $I_0\tau/Q_0=0.5$, and
\begin{equation}
A=\frac{0.5}{\sqrt{1+1.257^2}}=0.311,\qquad \varphi=51.5^\circ .
\end{equation}
With $R_e=5500\,\Omega$ and $\Delta R\,A\sin\varphi=2192.5\,\Omega$, the slopes at the origin are $7692.5\,\Omega$ and $3307.5\,\Omega$.

Now compare the two current peaks. At $\theta=90^\circ$ and $270^\circ$ the charge is $0.796\,\mathrm{\mu C}$, yet the resistances are $3755\,\Omega$ and $7245\,\Omega$. The gap of $3490\,\Omega$ is the maximum of \eqref{eq:gap}. The peak-current voltages are $0.376$ V and $-0.724$ V, plainly not opposite. The numerical output lists further points of this cycle.

\textbf{Q.} My loop also shrinks at high frequency. Does that rescue the ideal interpretation?

\textbf{A.} No, this filament does the same. Measure a lobe by $\int v\,di$ over the half cycle $0\le\theta\le\pi$. This has the unit of power but is not the dissipated power. Insert
\begin{equation}
v=R_e I_0\sin\theta-\Delta R\,I_0\left(a\sin^2\theta+b\sin\theta\cos\theta\right)
\end{equation}
and $di=I_0\cos\theta\,d\theta$. The integrals of $\sin\theta\cos\theta$ and $\sin^2\theta\cos\theta$ vanish, and $\int_0^\pi\sin\theta\cos^2\theta\,d\theta=2/3$. Since $-b=A\sin\varphi$,
\begin{equation}
S=\frac{2}{3}\Delta R\,I_0^2A\sin\varphi
=\frac{2\Delta R\,I_0^3\tau}{3Q_0}\,\frac{\omega\tau}{1+\omega^2\tau^2}.
\end{equation}
The other half cycle gives $-S$, because $\sin\theta$ is negative there. At 20 Hz, $S=14.6\,\mathrm{\mu W}$.

For $\omega\tau\gg1$ the state hardly moves, and the loop closes onto the line $v=R_e i$. For $\omega\tau\ll1$ the state follows the instantaneous current, $x\to x_e+\tau i/Q_0$, and the loop closes onto the curve $v=(R_e-\Delta R\,\tau i/Q_0)\,i$. The derivative of $s/(1+s^2)$ is $(1-s^2)/(1+s^2)^2$, so the maximum lies at $s=\omega\tau=1$. The areas at $\omega\tau=0.1$, $1$ and $10$ are $2.97$, $15.0$ and $2.97\,\mathrm{\mu W}$. A measurement restricted to the high-frequency side would see only the shrinking.

\section{A filament that remembers, but not charge}

\textbf{Q.} My cell keeps its resistance when disconnected, and its loop is odd. I even plotted $R$ against $q$ and found a single curve. Surely that settles it?

\textbf{A.} It does not, if all the data come from one sine. Remove the relaxation and let the drift be nonlinear in current:
\begin{equation}
\frac{dx}{dt}=\frac{1}{Q_0}\left(i+\frac{i^3}{I_1^2}\right).
\label{eq:drift}
\end{equation}
The state is frozen at $i=0$, so the device is nonvolatile, but the cubic term violates \eqref{eq:criterion}. I use \eqref{eq:drift} only while $0<x<1$. Starting from $x_0$ at $\theta=0$, divide by $\omega$ and integrate over phase. The linear term gives $q/Q_0$. For the cubic term, substitute $s=\cos\theta'$:
\begin{equation}
\int_0^\theta\sin^3\theta'\,d\theta'=\int_{\cos\theta}^1(1-s^2)\,ds
=\frac23-\cos\theta+\frac{\cos^3\theta}{3}.
\end{equation}
By \eqref{eq:q}, $\cos\theta=1-u$ with $u=\omega q/I_0$. Expanding the cube,
\begin{equation}
\frac23-(1-u)+\frac{1-3u+3u^2-u^3}{3}=u^2-\frac{u^3}{3}.
\end{equation}
The prefactor is $I_0^3/(\omega Q_0I_1^2)$. Restoring $u$ gives
\begin{equation}
x=x_0+\frac{1}{Q_0}\left[q+\frac{I_0\omega q^2-\omega^2q^3/3}{I_1^2}\right].
\label{eq:driftq}
\end{equation}
For one fixed sine this is a single-valued function of $q$. The loop is therefore odd as well as pinched, and that one experiment cannot distinguish the device from an ideal memristor. But the function contains $I_0$ and $\omega$. A different drive produces a different curve.

\textbf{Q.} Then two drives should expose it.

\textbf{A.} They do here. Take $I_1=100\,\mathrm{\mu A}$ and $x_0=0.2$, so that $R=8200\,\Omega$ initially. Compare $100\,\mathrm{\mu A}$ at 100 Hz with $50\,\mathrm{\mu A}$ at 50 Hz. Both have the same $I_0/\omega$ and reach the same largest charge, $2I_0/\omega=0.318\,\mathrm{\mu C}$. There $u=2$ and $u^2-u^3/3=4/3$. The linear term contributes $0.318/2=0.159$ to $x$ in both cases. The cubic term contributes
\begin{equation}
\frac43\,\frac{I_0}{\omega Q_0}\,\frac{I_0^2}{I_1^2}
=\frac43(0.0796)\frac{I_0^2}{I_1^2},
\end{equation}
which is $0.106$ for the stronger drive and one quarter of that, $0.027$, for the weaker. The resistances at equal charge are $5813\,\Omega$ and $6529\,\Omega$, a gap of $716\,\Omega$. Both loops are open, with lobe areas of $8.59$ and $1.43\,\mathrm{\mu W}$.

\section{A measurement that asks about charge}

\textbf{Q.} What should I measure instead of another loop?

\textbf{A.} Return the charge to zero by a path that is not a mirror image. Apply $+I$ for a time $T$, then $-I/2$ for $2T$. The net charge is $IT-(I/2)(2T)=0$, so an ideal device must recover its initial resistance. For the nonlinear filament,
\begin{equation}
\Delta x=\frac{IT}{Q_0}\left(1+\frac{I^2}{I_1^2}\right)
-\frac{IT}{Q_0}\left(1+\frac{I^2}{4I_1^2}\right)
=\frac34\,\frac{IT}{Q_0}\,\frac{I^2}{I_1^2}.
\label{eq:pair}
\end{equation}
With $I=100\,\mathrm{\mu A}$ and $T=2$ ms, $IT/Q_0=0.1$ and $\Delta x=0.075$. The resistance falls by $9000\times0.075=675\,\Omega$, from $8200$ to $7525\,\Omega$. The ideal device with the window function, started at $7300\,\Omega$, goes to $6490\,\Omega$ and returns to $7300\,\Omega$.

\textbf{Q.} And the filament that forgets?

\textbf{A.} Let $y=x-x_e$. At constant current $J$, equation \eqref{eq:volatile} gives
\begin{equation}
y(t)=\frac{J\tau}{Q_0}+\left[y(0)-\frac{J\tau}{Q_0}\right]e^{-t/\tau}.
\end{equation}
Starting at rest, the first pulse gives $y_1=0.5(1-e^{-0.2})=0.0906$. The second gives
\begin{equation}
y_2=-0.25+(0.0906+0.25)e^{-0.4}=-0.0217 .
\end{equation}
The resistance goes from $5500$ to $4684$ and then to $5695\,\Omega$. It overshoots its starting value because the first pulse, being older, has been forgotten more than the second by the time the second one ends.

A simpler check is to wait after the first pulse. During 10 ms at zero current, $y$ falls by a factor $e$ and $R$ rises from $4684$ to $5200\,\Omega$, with no change in charge.

\textbf{Q.} If my cell passes these checks, may I call it ideal?

\textbf{A.} You may call it ideal within the range and resolution examined. Both defects can be hidden. By \eqref{eq:pair}, the nonlinear shift relative to the excursion $IT/Q_0$ is of order $(I/I_1)^2$, so weak pulses miss it. Relaxation is missed by short pulses applied to a filament at rest. With $y(0)=0$, integrating \eqref{eq:volatile} over the pair, whose net charge is zero, gives
\begin{equation}
y_2=-\frac1\tau\int_0^{3T}y\,dt .
\end{equation}
For $T\ll\tau$, put $y\simeq q/Q_0$ under the integral. The charge rises to $IT$ in time $T$ and falls to zero in $2T$, a triangle of area $3IT^2/2$. Hence
\begin{equation}
y_2\simeq-\frac32\,\frac{T}{\tau}\,\frac{IT}{Q_0}.
\end{equation}
Relative to the excursion, this vanishes as $T/\tau$. In the example it gives $-0.03$ instead of $-0.0217$, since $T/\tau=0.2$ is not very small. This shift and that of \eqref{eq:pair} have opposite signs, so in a cell with both defects they can also cancel for one particular choice of $I$ and $T$, near $(I/I_1)^2\simeq 2T/\tau$ when both are small.

So vary the amplitude, the duration and the waiting time. One reproducible disagreement at equal charge, from the same initial state, rules out an ideal charge-controlled memristor. Agreement in a finite set of experiments supports that description only over the conditions covered.

\textbf{Q.} Then my original loop supports $v=R(x)i$, while the claim $R=R(q)$ needs evidence from different current histories.

\textbf{A.} Yes. Even the first part is an inference: the loop shows zero voltage at the two zero-current crossings of that drive. A constant internal source voltage $V_s$, with $v=R(x)i+V_s$, would shift both crossings to $v=V_s$, and your data exclude that to within their voltage resolution. They do not exclude a resistance $R(x,i)$ that also depends on the present current, and they do not identify the variable that the filament remembers.

\section*{Computed values}
\begin{verbatim}
R_on = 1000 ohm, R_off = 10000 ohm
Q0 = 2.0 uC, tau = 10.0 ms, x_e = 0.5
I1 = 100 uA
volatile: I0 = 100 uA, f = 20 Hz
current bound Q0/(2 tau) = 100.0 uA
omega = 125.664 rad/s, omega*tau = 1.2566
A = 0.3113, phi = 51.49 degrees
x range: 0.1887 to 0.8113
R range: 2698.0 to 8302.0 ohm
charge swing = 1.5915 uC
theta(deg)  q(uC)   i(uA)    R(ohm)    v(V)
     0     0.0000     0.00    7692.5    0.0000
    45     0.2331    70.71    5816.6    0.4113
    90     0.7958   100.00    3755.2    0.3755
   135     1.3585    70.71    2715.9    0.1920
   180     1.5915     0.00    3307.5    0.0000
   225     1.3585   -70.71    5183.4   -0.3665
   270     0.7958  -100.00    7244.8   -0.7245
   315     0.2331   -70.71    8284.1   -0.5858
origin slope, current rising = 7692 ohm
origin slope, current falling = 3308 ohm
lobe integrals = 14.617, -14.617 uW
largest R gap at equal charge = 3489.5 ohm
omega*tau =  0.1: lobe area = 2.970 uW
omega*tau =  0.5: lobe area = 12.000 uW
omega*tau =  1.0: lobe area = 15.000 uW
omega*tau =  2.0: lobe area = 12.000 uW
omega*tau = 10.0: lobe area = 2.970 uW
ideal, 100 uA, 20 Hz: lobe area = 19.310 uW
ideal, 50 uA, 35 Hz: lobe area = 1.626 uW
drift, 100 uA, 100 Hz: lobe area = 8.594 uW
  q = 0.0000 uC: R = 8200.0 ohm
  q = 0.1592 uC: R = 7006.3 ohm
  q = 0.3183 uC: R = 5812.7 ohm
drift, 50 uA, 50 Hz: lobe area = 1.432 uW
  q = 0.0000 uC: R = 8200.0 ohm
  q = 0.1592 uC: R = 7364.4 ohm
  q = 0.3183 uC: R = 6528.9 ohm
drift: R gap between drives at full q = 716.2 ohm
pulse pair: 100 uA for 2 ms, then -50 uA for 4 ms
ideal: R = 7300.0, 6490.0, 7300.0 ohm
volatile: R = 5500.0, 4684.3, 5695.0 ohm
drift: R = 8200.0, 6400.0, 7525.0 ohm
volatile, after first pulse: R = 4684.3 ohm
volatile, after 10 ms wait: R = 5199.9 ohm
\end{verbatim}
